# Coulomb Green's function below threshold: smooth part and cotangent part: a numerical check

```python
"""Radial Coulomb Green's function below threshold (atomic units).

Result under test, with E = -Z^2/(2 nu^2) and rho = Z r:
  g = (1/Z) f(rho<) H(rho>) - (pi/Z) A cot(pi nu) f(rho<) f(rho>)
g : solution of (h_l - E) g = delta(r - r'), h_l the radial Hamiltonian
f : regular solution, (2 rho)^(l+1)/(2l+1)! at the origin
H : real part of a contour integral, an irregular solution without poles
A : product over p = 1..l of (1 - p^2/nu^2)
At threshold f and H become Bessel functions J and Y of order 2l+1.
The reference g is obtained by direct integration of the radial equation.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.special import jv, yv, hankel1


def amplitude(l, nu):
    return math.prod(1 - p * p / nu**2 for p in range(1, l + 1))


def regular(l, nu, rho):
    series = mp.hyp1f1(l + 1 - nu, 2 * l + 2, 2 * rho / nu)
    return float((2 * rho)**(l + 1) / math.factorial(2 * l + 1)
                 * mp.exp(-rho / nu) * series)


def contour_solution(l, nu, rho, size=None):
    """Contour integral passing below the cut [-a, a]."""
    nu, rho = mp.mpf(nu), mp.mpf(rho)
    a = 1 / (2 * nu)
    c = 1 / mp.sqrt(2 * rho) if size is None else mp.mpf(size)

    def integrand(s):
        if s == a:
            return mp.mpf(0)
        return (mp.exp(2 * rho * s) * (s * s - a * a)**l
                * ((s - a) / (s + a))**nu)

    below = mp.mpc(a, -c)
    path = [a, a + c, below, below - 8 / (2 * rho), below - 45 / (2 * rho)]
    return -(2 * rho)**(l + 1) * mp.quad(integrand, path)


def irregular(l, nu, rho):
    return float(mp.re(contour_solution(l, nu, rho)))


def split_green(l, nu, Z, r_in, r_out):
    f_in, f_out = regular(l, nu, Z * r_in), regular(l, nu, Z * r_out)
    smooth = f_in * irregular(l, nu, Z * r_out) / Z
    polar = (-math.pi / Z * amplitude(l, nu) / math.tan(math.pi * nu)
             * f_in * f_out)
    return smooth, polar


def direct_green(l, energy, Z, r_in, r_out):
    """Green's function from outward and inward numerical integration."""
    energy = complex(energy)
    kappa = np.sqrt(-2 * energy)
    size_nu = abs(Z / kappa)
    far = (2 * size_nu**2 + 30 * size_nu) / Z

    def equation(r, y):
        return [y[1], (l * (l + 1) / r**2 - 2 * Z / r - 2 * energy) * y[0]]

    def integrate(start, stop, y0):
        run = solve_ivp(equation, (start, stop), np.array(y0, complex),
                        method="DOP853", rtol=1e-11, atol=1e-30)
        assert run.success
        return run.y[:, -1]

    r0 = 1e-3
    c1 = -Z / (l + 1)
    c2 = (-2 * Z * c1 - 2 * energy) / (2 * (2 * l + 3))
    value = 1 + c1 * r0 + c2 * r0**2
    slope = (l + 1) / r0 * value + c1 + 2 * c2 * r0
    reg = integrate(r0, r_in, [value, slope])
    dec_out = integrate(far, r_out, [1.0, -kappa])
    dec_in = integrate(r_out, r_in, dec_out)
    wronskian = reg[0] * dec_in[1] - reg[1] * dec_in[0]
    return -2 * reg[0] * dec_out[0] / wronskian


def energy_of(nu, Z):
    return -Z**2 / (2 * nu**2)


# The split against direct integration, including nu below l and near a
# cancelled pole of the cotangent (l = 2, nu close to 1).
worst = 0.0
for l, nu, Z, r_in, r_out in [(0, 0.6, 1, 0.7, 1.9), (0, 2.3, 2, 0.5, 3.0),
                              (1, 3.7, 1, 2.0, 6.0), (2, 1.4, 1, 1.0, 2.5),
                              (2, 1.0001, 1, 1.0, 2.5), (3, 8.3, 2, 2.0, 4.0)]:
    reference = direct_green(l, energy_of(nu, Z), Z, r_in, r_out).real
    error = abs(sum(split_green(l, nu, Z, r_in, r_out)) / reference - 1)
    worst = max(worst, error)
assert worst < 1e-6, worst

# Discontinuity of the contour integral gives the regular solution.
for l, nu, rho in [(0, 1.7, 2.0), (1, 3.4, 5.0), (2, 1.5, 1.5)]:
    imaginary = float(mp.im(contour_solution(l, nu, rho)))
    expected = -math.pi * amplitude(l, nu) * regular(l, nu, rho)
    assert abs(imaginary - expected) < 1e-8 * (1 + abs(expected))

# Growth law at large distance, with the 1/rho correction extrapolated away.
for l, nu in [(0, 1.6), (1, 2.3)]:
    ratios = []
    for rho in (200, 400):
        law = ((-1)**l * mp.expjpi(-nu) * mp.mpf(nu)**(nu - l)
               * mp.gamma(nu + l + 1) * mp.mpf(2 * rho)**(-nu)
               * mp.exp(mp.mpf(rho) / nu))
        ratios.append(contour_solution(l, nu, rho, 5 / (2 * rho)) / law)
    assert abs(2 * ratios[1] - ratios[0] - 1) < 5e-3

# Behaviour of H at the origin.
for l in (1, 2):
    rho = 1e-3
    scaled = irregular(l, 2.6, rho) * (2 * rho)**l / math.factorial(2 * l)
    assert abs(scaled - 1) < 5e-3

# Bound functions obtained from the residue are normalized.
nodes, weights = np.polynomial.legendre.leggauss(160)
norms = {}
for n, l in [(1, 0), (3, 1), (5, 3)]:
    half = (2 * n**2 + 30 * n) / 2
    density = [regular(l, n, half * (x + 1))**2 for x in nodes]
    norms[n, l] = amplitude(l, n) / n**3 * half * np.dot(weights, density)
    assert abs(norms[n, l] - 1) < 1e-8

# Threshold limits and their first corrections in 1/nu^2.
for l, rho in [(0, 2.0), (1, 3.0), (2, 4.0)]:
    z, s = math.sqrt(8 * rho), 2 * rho
    H0 = -math.pi * math.sqrt(s) * yv(2 * l + 1, z)
    f0 = math.sqrt(s) * jv(2 * l + 1, z)
    slope_H = math.pi * (l / 4 * s**1.5 * yv(2 * l - 1, z)
                         - s**2 / 12 * yv(2 * l - 2, z))
    slope_f = -(l / 4 * s**1.5 * jv(2 * l - 1, z)
                - s**2 / 12 * jv(2 * l - 2, z))
    dH = [nu**2 * (irregular(l, nu, rho) - H0) for nu in (40, 80)]
    df = [nu**2 * (amplitude(l, nu) * regular(l, nu, rho) - f0)
          for nu in (40, 80)]
    assert abs((4 * dH[1] - dH[0]) / 3 - slope_H) < 1e-3 * (1 + abs(slope_H))
    assert abs((4 * df[1] - df[0]) / 3 - slope_f) < 1e-3 * (1 + abs(slope_f))

# Worked example: hydrogen, p wave, sweep through the n = 10 level.
Z, l, r_in, r_out, n = 1, 1, 2.0, 5.0, 10
print(f"Example: Z = {Z}, l = {l}, r = {r_in} bohr, r' = {r_out} bohr")
print("All g values in 1/(hartree bohr), E in hartree")
print("nu | E | smooth part | cot part | sum | direct integration")
for nu in (9.5, 9.75, 9.9, 9.99, 10.01, 10.1, 10.25, 10.5):
    smooth, polar = split_green(l, nu, Z, r_in, r_out)
    reference = direct_green(l, energy_of(nu, Z), Z, r_in, r_out).real
    assert abs(smooth + polar - reference) < 1e-5 * (1 + abs(reference))
    print(f"{nu:.2f} | {energy_of(nu, Z):.8f} | {smooth:.6f} | "
          f"{polar:.6f} | {smooth + polar:.6f} | {reference:.6f}")

order = 2 * l + 1
z_in, z_out = math.sqrt(8 * Z * r_in), math.sqrt(8 * Z * r_out)
root = math.sqrt(r_in * r_out)
J_in, J_out, Y_out = jv(order, z_in), jv(order, z_out), yv(order, z_out)
smooth0 = -2 * math.pi * root * J_in * Y_out
print(f"Bessel arguments z<, z> (no unit): {z_in:.6f}, {z_out:.6f}")
print(f"J3(z<), J3(z>), Y3(z>): {J_in:.6f}, {J_out:.6f}, {Y_out:.6f}")
print(f"Smooth part at threshold, 1/(hartree bohr): {smooth0:.6f}")
print(f"Threshold coefficient of cot(pi nu), 1/(hartree bohr): "
      f"{-2 * math.pi * root * J_in * J_out:.6f}")
for nu in (10.1, 40.1):
    bessel = smooth0 - (2 * math.pi * root * J_in * J_out
                        / math.tan(math.pi * nu))
    full = sum(split_green(l, nu, Z, r_in, r_out))
    print(f"nu = {nu}: Bessel form {bessel:.6f}, full g {full:.6f} "
          f"1/(hartree bohr)")

# Residue at the n = 10 level against direct integration on both sides.
residue = (Z * amplitude(l, n) / n**3 * regular(l, n, Z * r_in)
           * regular(l, n, Z * r_out))
sides = [(energy_of(n, Z) - energy_of(nu, Z))
         * direct_green(l, energy_of(nu, Z), Z, r_in, r_out).real
         for nu in (n - 1e-3, n + 1e-3)]
assert abs(np.mean(sides) / residue - 1) < 1e-4
print(f"u(r)u(r') for n = 10 from the split, 1/bohr: {residue:.8f}")
print(f"Same from direct integration near the pole, 1/bohr: "
      f"{np.mean(sides):.8f}")

# Outgoing limit reached through complex energies.
outgoing = 2j * math.pi * root * J_in * hankel1(order, z_out)
errors = []
for eta in (4e-4, 1e-4):
    value = direct_green(l, 1j * eta, Z, r_in, r_out)
    errors.append(abs(value - outgoing))
    print(f"g at E = i*{eta:.0e} hartree: {value.real:.6f} "
          f"{value.imag:+.6f}i 1/(hartree bohr)")
assert errors[1] < 1e-2 and errors[1] < 0.35 * errors[0]
print(f"Outgoing Bessel limit: {outgoing.real:.6f} {outgoing.imag:+.6f}i "
      f"1/(hartree bohr)")

product = amplitude(2, 1.0001) / math.tan(math.pi * 1.0001)
print(f"A cot(pi nu) for l = 2, nu = 1.0001 (no unit): {product:.5f}")
print(f"Largest relative error of the split in six cases: {worst:.1e}")
for (n_state, l_state), norm in norms.items():
    print(f"Norm of bound function n = {n_state}, l = {l_state}: {norm:.10f}")
print("no test failed")
```

Running it gives:

```
Example: Z = 1, l = 1, r = 2.0 bohr, r' = 5.0 bohr
All g values in 1/(hartree bohr), E in hartree
nu | E | smooth part | cot part | sum | direct integration
9.50 | -0.00554017 | -2.890659 | -0.000000 | -2.890659 | -2.890659
9.75 | -0.00525970 | -2.889760 | 0.243936 | -2.645824 | -2.645824
9.90 | -0.00510152 | -2.889250 | 0.741244 | -2.148006 | -2.148006
9.99 | -0.00501002 | -2.888953 | 7.606921 | 4.717968 | 4.717968
10.01 | -0.00499001 | -2.888888 | -7.594492 | -10.483380 | -10.483380
10.10 | -0.00490148 | -2.888600 | -0.729220 | -3.617820 | -3.617820
10.25 | -0.00475907 | -2.888135 | -0.234159 | -3.122294 | -3.122294
10.50 | -0.00453515 | -2.887400 | 0.000000 | -2.887400 | -2.887400
Bessel arguments z<, z> (no unit): 4.000000, 6.324555
J3(z<), J3(z>), Y3(z>): 0.430171, 0.016652, 0.335945
Smooth part at threshold, 1/(hartree bohr): -2.871375
Threshold coefficient of cot(pi nu), 1/(hartree bohr): -0.142327
nu = 10.1: Bessel form -3.309413, full g -3.617820 1/(hartree bohr)
nu = 40.1: Bessel form -3.309413, full g -3.328855 1/(hartree bohr)
u(r)u(r') for n = 10 from the split, 1/bohr: 0.00007603
Same from direct integration near the pole, 1/bohr: 0.00007603
g at E = i*4e-04 hartree: -2.863750 +0.143827i 1/(hartree bohr)
g at E = i*1e-04 hartree: -2.869468 +0.142703i 1/(hartree bohr)
Outgoing Bessel limit: -2.871375 +0.142327i 1/(hartree bohr)
A cot(pi nu) for l = 2, nu = 1.0001 (no unit): -1.90906
Largest relative error of the split in six cases: 1.2e-10
Norm of bound function n = 1, l = 0: 1.0000000000
Norm of bound function n = 3, l = 1: 1.0000000000
Norm of bound function n = 5, l = 3: 1.0000000000
no test failed
```
